# Energy slope of the logarithmic derivative and norm conservation

## A free particle inside a sphere

Take a particle with no potential and zero angular momentum. In Hartree atomic units the radial function $u(r)=rR(r)$ obeys $-\tfrac12u''=\varepsilon u$. For $\varepsilon=k^2/2>0$ the solution that vanishes at the origin is $u=\sin kr$. At a radius $r_c$ its logarithmic derivative is

$$L=\frac{u'(r_c)}{u(r_c)}=k\cot x,\qquad x=kr_c. \tag{1}$$

Since $d\varepsilon=k\,dk$, the energy derivative is

$$\frac{dL}{d\varepsilon}=\frac1k\frac{d}{dk}(k\cot kr_c)=\frac{\cot x}{k}-\frac{r_c}{\sin^2x}. \tag{2}$$

The norm enclosed by the sphere is

$$N=\int_0^{r_c}\sin^2kr\,dr=\frac{r_c}{2}-\frac{\sin 2x}{4k}.$$

Multiply it by $-2$, divide by $u(r_c)^2=\sin^2x$, and use $\sin2x=2\sin x\cos x$:

$$-\frac{2N}{u(r_c)^2}=-\frac{r_c}{\sin^2x}+\frac{\cot x}{k}. \tag{3}$$

This is (2). The energy slope of a quantity measured at the surface is given by the probability inside, relative to the squared amplitude at the surface. The next section shows that the potential does not spoil this relation.

## The theorem

For angular momentum $l$, let $u(r,\varepsilon)$ be the regular real solution of

$$-\tfrac12u''+\left[\frac{l(l+1)}{2r^2}+V(r)\right]u=\varepsilon u. \tag{4}$$

The potential is real, independent of energy, piecewise continuous, and no more singular than $1/r$ at the origin. Fix the scale by $u\to r^{l+1}$ as $r\to0$, and assume $u(r_c,\varepsilon)\neq0$. The claim is

$$\boxed{\frac{dL}{d\varepsilon}=-\frac{2N}{u(r_c)^2},\qquad N=\int_0^{r_c}u^2\,dr.} \tag{5}$$

The ratio $N/u(r_c)^2$ fixes the slope, not $N$ alone: rescaling $u$ changes $N$ but not $L$. For the full radial function, $R'/R=L-1/r_c$, which has the same energy slope.

**Two energies.** Let $u_1,u_2$ solve (4) at $\varepsilon_1,\varepsilon_2$. Multiply the equation for $u_2$ by $u_1$, the equation for $u_1$ by $u_2$, and subtract the second product from the first. The centrifugal and potential terms cancel:

$$-\tfrac12(u_1u_2''-u_2u_1'')=(\varepsilon_2-\varepsilon_1)u_1u_2. \tag{6}$$

The bracket is a total derivative, because the terms $u_1'u_2'$ cancel:

$$\frac{d}{dr}(u_1u_2'-u_2u_1')=-2(\varepsilon_2-\varepsilon_1)u_1u_2. \tag{7}$$

Integrate from $0$ to $r_c$. Near the origin $u_i\sim r^{l+1}$ and $u_i'\sim(l+1)r^l$, so each product on the left vanishes at least as fast as $r^{2l+1}$. The upper limit remains. Dividing by $u_1(r_c)u_2(r_c)$ gives

$$L(\varepsilon_2)-L(\varepsilon_1)=-2(\varepsilon_2-\varepsilon_1)\frac{\int_0^{r_c}u_1u_2\,dr}{u_1(r_c)u_2(r_c)}. \tag{8}$$

No approximation in the energy difference has been made.

**The limit.** Divide (8) by $\varepsilon_2-\varepsilon_1$ and let $\varepsilon_2\to\varepsilon_1$. If $u$ is continuous in energy, uniformly on $[0,r_c]$, the right side tends to (5), and the derivative exists. To prove continuity, write (4) as

$$u(r)=r^{l+1}+\int_0^r g(r,s)\,2[V(s)-\varepsilon]u(s)\,ds,\quad g=\frac{r^{l+1}s^{-l}-r^{-l}s^{l+1}}{2l+1}. \tag{9}$$

Here $g(r,r)=0$, $\partial_rg=1$ at $s=r$, and $g$ solves the equation $g''=l(l+1)g/r^2$, so differentiating (9) twice returns (4). For energies in a bounded set there is a constant $C$ with $|V(s)-\varepsilon|\le C/s$ on $(0,r_c]$. Since $0\le g\le r^{l+1}s^{-l}/(2l+1)$, the $n$th term of the iteration of (9) is at most

$$r^{l+1}\frac{1}{n!}\left(\frac{2Cr}{2l+1}\right)^n,$$

by induction on $n$. The series therefore converges uniformly. Each term is a polynomial in $\varepsilon$, and the bound also holds for complex $\varepsilon$, so $u$ is analytic in energy. This completes the proof, and it also makes $L$ analytic wherever $u(r_c)\ne0$, which justifies the Taylor expansions below.

**Sign and limits.** The right side of (5) is negative: raising the energy bends $u$ more strongly towards the axis, and $L$ falls. It falls to $-\infty$ as a node reaches $r_c$, where (5) does not apply, and restarts from $+\infty$. For a very small sphere $u\approx r^{l+1}$, so $N\approx r_c^{2l+3}/(2l+3)$ and

$$\frac{dL}{d\varepsilon}\approx-\frac{2r_c}{2l+3}. \tag{10}$$

For $l=0$ this agrees with the expansion $k\cot kr_c\approx1/r_c-k^2r_c/3=1/r_c-2\varepsilon r_c/3$ of (1).

If the potential itself depends on energy, the left side of (6) gains $(V_2-V_1)u_1u_2$. The same limit then gives

$$\frac{dL}{d\varepsilon}=-\frac{2}{u(r_c)^2}\int_0^{r_c}\left(1-\frac{\partial V}{\partial\varepsilon}\right)u^2dr,$$

and the ordinary norm no longer fixes the slope.

## What a pseudopotential inherits

Let a pseudopotential equal $V$ for $r\ge r_c$ and differ from it inside. Mark its quantities with a tilde. At a reference energy $\varepsilon_0$, scale its solution so that $\tilde u(r_c)=u(r_c)$, and require equal slopes there. Then $\tilde L(\varepsilon_0)=L(\varepsilon_0)$. Applying (5) to both problems gives

$$\tilde L(\varepsilon)-L(\varepsilon)=-\frac{2(\tilde N-N)}{u(r_c)^2}(\varepsilon-\varepsilon_0)+O\big((\varepsilon-\varepsilon_0)^2\big). \tag{11}$$

For an energy-independent pseudopotential the linear error vanishes if and only if $\tilde N=N$. If $\tilde V$ depends on energy, the quantity that must equal $N$ is $\int_0^{r_c}(1-\partial\tilde V/\partial\varepsilon)\tilde u^2dr$; ultrasoft and projector augmented-wave schemes use this kind of freedom. The rest of the text keeps to $\tilde N=N$. This is norm conservation. It must be imposed in each angular-momentum channel, and its guarantee is local in energy, around $\varepsilon_0$. A quadrature error in the norm used to generate the pseudopotential enters (11) as $\tilde N-N$ and restores a linear error.

The next order shows what is left free. With $\varphi=u/u(r_c)$, equation (5) reads $dL/d\varepsilon=-2\int_0^{r_c}\varphi^2dr$, hence

$$\frac{d^2L}{d\varepsilon^2}=-4\int_0^{r_c}\varphi\,\frac{\partial\varphi}{\partial\varepsilon}\,dr. \tag{12}$$

This integral depends on how the inner function responds to energy. Equal norms at one energy do not make it equal for the two potentials.

## From logarithmic derivative to phase shift

Let $\varepsilon=k^2/2>0$. Outside $r_c$ both problems have the same two real solutions $F$ and $G$, which at large $r$ behave as the sine and cosine of a common phase whose derivative tends to $k$. Their Wronskian is constant, so its value at large $r$ holds everywhere outside:

$$FG'-F'G=-k(\sin^2+\cos^2)=-k. \tag{13}$$

At unit outer amplitude $u=F\cos\delta+G\sin\delta$, which defines the phase shift $\delta$ up to multiples of $\pi$. Setting $u'=Lu$ at $r_c$ and collecting sines and cosines gives

$$\tan\delta=\frac{LF-F'}{G'-LG}. \tag{14}$$

Differentiate at fixed energy. The terms $LFG$ cancel in the numerator, and (13) gives

$$\frac{1}{\cos^2\delta}\frac{\partial\delta}{\partial L}=\frac{F(G'-LG)+G(LF-F')}{(G'-LG)^2}=-\frac{k}{(G'-LG)^2}. \tag{15}$$

To remove the denominator, multiply it by $u(r_c)$ and use $Lu=u'$:

$$u(G'-LG)=uG'-u'G=\cos\delta\,(FG'-F'G)=-k\cos\delta.$$

Therefore

$$\frac{\partial\delta}{\partial L}=-\frac{u(r_c)^2}{k}, \tag{16}$$

with the case $\cos\delta=0$ following by continuity. Now let the reference energy be positive and insert (11). The factor $u(r_c)^2$ cancels:

$$\tilde\delta-\delta=\frac{2(\tilde N-N)}{k}(\varepsilon-\varepsilon_0)+O\big((\varepsilon-\varepsilon_0)^2\big). \tag{17}$$

Here $k$ is taken at $\varepsilon_0$ and the norms belong to unit outer amplitude. With $\tilde N=N$ the scattering is correct to first order in energy. If the reference is a bound state, (11) still holds around that negative energy, but it gives no first-order guarantee for phase shifts at distant positive energies.

## Bound levels in a changed environment

The same slope controls how a bound level responds when something outside the core changes. Let $L_{\rm out}(\varepsilon)$ be the logarithmic derivative at $r_c$ of the solution that satisfies the outer boundary condition, for example $u=0$ at a hard wall. Integrate (7) from $r_c$ to the wall. Now the lower limit survives, which reverses the sign:

$$\frac{dL_{\rm out}}{d\varepsilon}=+\frac{2N_{\rm out}}{u(r_c)^2}, \tag{18}$$

where $N_{\rm out}$ is the norm outside $r_c$. A level lies where $L=L_{\rm out}$. Let a weak outer change make $L_{\rm out}(\varepsilon_0)=L(\varepsilon_0)+\gamma$. Linearizing both sides about $\varepsilon_0$ gives the shift

$$\varepsilon-\varepsilon_0=\frac{\gamma}{L'-L_{\rm out}'}=-\frac{\gamma\,u(r_c)^2}{2(N+N_{\rm out})}, \tag{19}$$

with primes on $L$ denoting energy derivatives. The pseudo level obeys the same equation with $\tilde N$ for $N$. If the true state is normalized, $N+N_{\rm out}\to1$ for a weak change, and

$$\frac{\tilde\varepsilon-\varepsilon_0}{\varepsilon-\varepsilon_0}\to\frac{1}{1+\tilde N-N}. \tag{20}$$

Too much norm in the core makes the level too stiff against an outer change. The potential inside $r_c$ is held fixed here; in a molecule or solid the screening inside the core changes as well, and (19) and (20) do not cover that part.

## Hydrogen 2s with a pseudized core

The nonrelativistic hydrogen atom with a fixed point nucleus allows a comparison with known solutions. Take $r_c=4$ bohr and the 2s state, $\varepsilon_0=-1/8$ hartree, with its sign chosen positive at $r_c$:

$$u=\frac{r}{\sqrt2}\left(\frac r2-1\right)e^{-r/2}. \tag{21}$$

It has a node at 2 bohr. The pseudo state is nodeless, with the 1s level in the role of the core. At $r_c$,

$$u^2=8e^{-4}=0.14653,\qquad L=\frac14+\frac12-\frac12=0.25\ \text{bohr}^{-1}.$$

The enclosed norm is

$$N=\frac12\int_0^4\left(r^2-r^3+\frac{r^4}{4}\right)e^{-r}dr=1-45e^{-4}=0.17580.$$

Equation (5) then gives $-2(0.17580)/0.14653=-2.400$ bohr$^{-1}$ hartree$^{-1}$, in agreement with numerical differentiation of $L$.

**Construction.** Inside $r_c$ set $\tilde u=re^{p}$ with $p=c_0+c_2r^2+c_3r^3+c_4r^4$. Differentiating twice gives $\tilde u''/\tilde u=p''+p'^2+2p'/r$, so (4) with $l=0$ yields

$$\tilde V=\varepsilon_0+\tfrac12\left(p''+p'^2+\frac{2p'}{r}\right). \tag{22}$$

The missing linear term in $p$ keeps $\tilde V$ finite at the origin. Value, slope and second derivative at $r_c$ impose three conditions; the last makes the potential continuous. The remaining freedom adds a multiple of

$$q(r)=(r-r_c)^3(r+r_c/3), \tag{23}$$

which has a triple zero at $r_c$ and no linear term. Since $q<0$ for $0\le r<r_c$, the derivative $d\tilde N/dc_4=2\int_0^{r_c}\tilde u^2q\,dr$ is negative. The norm falls from infinity to zero as $c_4$ runs from $-\infty$ to $\infty$, so each positive norm is reached once. Two choices are compared: the correct norm, and a "loose" potential with 1.25 times that norm, $\tilde N=0.21975$.

**Logarithmic derivatives.** For the loose potential, (11) predicts an error slope of $-2(0.04395)/0.14653=-0.600$ bohr$^{-1}$ hartree$^{-1}$. At 0.002 hartree above the reference this is $-1.20\times10^{-3}$ bohr$^{-1}$; the computed error is $-1.23\times10^{-3}$. Doubling the energy offset multiplies it by 2.05, as a mainly linear error requires.

With norm conservation the errors at 0.002 and 0.004 hartree are $-9.3\times10^{-6}$ and $-3.75\times10^{-5}$ bohr$^{-1}$, a ratio of 4.02. Their size follows from the curvatures, $-4.395$ for the true atom and $-9.026$ for the pseudo atom, in bohr$^{-1}$ hartree$^{-2}$:

$$\tfrac12(-9.026+4.395)(0.002)^2=-9.3\times10^{-6}\ \text{bohr}^{-1}. \tag{24}$$

First-order accuracy does not promise a smaller error at every distant energy. At $+0.10$ hartree from the reference the errors are $-0.034$ bohr$^{-1}$ with norm conservation and $-0.219$ without. At $-0.10$ hartree they are $-0.019$ and $+0.010$, so the loose potential is closer there. Its linear error is $+0.060$, and the higher-order terms, which sum to $-0.050$, nearly cancel it. This cancellation is not a gain in accuracy around the reference, where the linear error dominates.

**Phase shifts.** A second pair of pseudopotentials is generated at $+0.10$ hartree, where $k=0.4472$ bohr$^{-1}$. Relative to Coulomb functions the true phase shift is zero, so a pseudo phase shift is itself the error. At unit outer amplitude $N=0.9432$ bohr. A 25% excess gives, by (17),

$$\frac{2(0.25)(0.9432)}{0.4472}=1.055\ \text{rad/hartree}, \tag{25}$$

which agrees with the computed slope. At an offset of 0.002 hartree the loose error is $2.13\times10^{-3}$ rad; the norm-conserving error is $7.7\times10^{-6}$ rad and grows fourfold when the offset doubles.

**Confined levels.** Enclosing the atom in a hard sphere raises the 2s level while leaving the core potential alone. The errors below are relative to the true level in the same sphere; one hartree is 27.211 eV.

| Wall (bohr) | True shift (meV) | Error, conserving (meV) | Error, loose (meV) |
|---:|---:|---:|---:|
| 16 | 6.8 | −0.0003 | −0.29 |
| 12 | 97.5 | −0.07 | −4.9 |
| 10 | 332 | −0.97 | −21.7 |
| 8 | 1096 | −15.8 | −126.9 |

At 16 bohr the loose potential gives 0.9572 of the true shift. The weak-change limit (20) is $1/1.04395=0.9579$. The norm-conserving potential gives 0.99996. For the smallest sphere its error is still 1.4% of the shift, against 11.6% for the loose potential. From 10 to 8 bohr the shift grows by a factor of 3.3 and the norm-conserving error by 16, more than the square of 3.3. Linearizing as in (19), but about the confined level, gives the error as $(\tilde L-L)\,u(r_c)^2/[2(N+N_{\rm out})]$. The wall compresses the state, and the weight $u(r_c)^2/(N+N_{\rm out})$ rises to 1.4 times its free-atom value at 10 bohr and 1.9 times at 8 bohr. With this weight the quadratic term of $\tilde L-L$ gives $-0.94$ and $-14.2$ meV, a factor of 15, so most of the excess comes from the weight and the remainder from higher orders.

## Nonlocal pseudopotentials

Many pseudopotentials act on $u$ through a kernel, $(\hat Vu)(r)=\int v(r,r')u(r')dr'$. Let $v$ be real, symmetric, independent of energy, and zero unless both arguments are below $r_c$. Repeating the steps to (7) and integrating to $r_c$ adds one term:

$$\int_0^{r_c}\!(u_1\hat Vu_2-u_2\hat Vu_1)dr=\iint v(r,r')[u_1(r)u_2(r')-u_2(r)u_1(r')]dr\,dr'=0. \tag{26}$$

Exchanging $r$ and $r'$ turns the second part into the first. Thus (8) survives at $r_c$, and (5) follows wherever the regular solution is continuous in energy.

A separable potential is an example. Choose a local potential $V_{\rm loc}$ that equals $V$ outside the core, set $\chi=(\tilde V-V_{\rm loc})\tilde u$, and define, provided the denominator is nonzero,

$$\hat Vu=\chi\,\frac{\int_0^{r_c}\chi u\,dr}{\int_0^{r_c}\chi\tilde u\,dr}. \tag{27}$$

For $u=\tilde u$ the fraction is one and $\hat V\tilde u=\chi$, so $\tilde u$ remains the solution at $\varepsilon_0$ with the same enclosed norm. Both $L$ and its slope are therefore preserved if $\tilde u$ is the only regular solution at $\varepsilon_0$. Let $u_{\rm loc}$ be the regular solution for $V_{\rm loc}$ alone at $\varepsilon_0$. Integration by parts gives $\int_0^{r_c}\chi u_{\rm loc}\,dr=\tfrac12(u_{\rm loc}\tilde u'-u_{\rm loc}'\tilde u)$ at $r_c$. If $V_{\rm loc}$ alone already reproduces $L(\varepsilon_0)$, this integral vanishes, $u_{\rm loc}$ is a second regular solution, and the argument fails: $V_{\rm loc}=-1/r$ keeps $L=0.25$ bohr$^{-1}$ but gives the slope $-1.95$ bohr$^{-1}$ hartree$^{-1}$. A correct $L$ and slope also do not exclude spurious (ghost) levels at other energies; a sufficiently deep $V_{\rm loc}$ puts one below $\varepsilon_0$. For the norm-conserving 2s potential with $V_{\rm loc}=-(3-r^2/r_c^2)/(2r_c)$ inside the core, the separable form gives $0.2500$ bohr$^{-1}$ and $-2.3995$ bohr$^{-1}$ hartree$^{-1}$, the values of the true atom. The numerical output also lists checks of (5) and (8) for $l=0,1,2$.

## Computed values

```
core radius rc = 4.0 bohr
l=0, E=-0.3 hartree: dL/dE numeric -2.301044, from norm -2.301044 1/(bohr hartree)
l=0: L(0.1)-L(-0.3) = -1.141769 1/bohr, from overlap -1.141769
l=1, E=-0.3 hartree: dL/dE numeric -1.918428, from norm -1.918428 1/(bohr hartree)
l=1: L(0.1)-L(-0.3) = -4.582462 1/bohr, from overlap -4.582462
l=2, E=-0.3 hartree: dL/dE numeric -1.182558, from norm -1.182558 1/(bohr hartree)
l=2: L(0.1)-L(-0.3) = -0.648622 1/bohr, from overlap -0.648622
2s: E0 = -0.125 hartree, u(rc) = 0.382786 bohr^-1/2, L = 0.250000 1/bohr
enclosed norm: true 0.175796, NC 0.175796, loose 0.219745
true dL/dE at E0 = -2.399538 1/(bohr hartree)
NC: c0,c2,c3,c4 = -2.323407, -0.133688, 0.065396, -0.008084 (bohr units)
NC: dL/dE = -2.399538 1/(bohr hartree), V(0) = -0.52606 hartree
loose: c0,c2,c3,c4 = -1.517241, -0.436000, 0.166167, -0.017531 (bohr units)
loose: dL/dE = -2.999422 1/(bohr hartree), V(0) = -1.43300 hartree
d2L/dE2: true -4.3952, from core integral -4.3951, NC -9.0263 1/(bohr hartree^2)
NC: L error at +0.002, +0.004 hartree = -9.314e-06, -3.747e-05 1/bohr, ratio 4.023
loose: L error at +0.002, +0.004 hartree = -1.230e-03, -2.522e-03 1/bohr, ratio 2.050
E-E0 (hartree): L true, L NC, L loose (1/bohr)
  -0.10: 0.474145, 0.454650, 0.483845
  -0.05: 0.365252, 0.360083, 0.380367
  -0.02: 0.297162, 0.296282, 0.306450
  +0.02: 0.201079, 0.200095, 0.185733
  +0.05: 0.123706, 0.116858, 0.068211
  +0.10: -0.018945, -0.053429, -0.237815
scattering reference: E = 0.10 hartree, k = 0.447214 1/bohr, N (unit amplitude) = 0.943181 bohr
NC: phase error at +0.002, +0.004 hartree = 7.654e-06, 3.065e-05 rad, ratio 4.005
loose: phase error at +0.002, +0.004 hartree = 2.131e-03, 4.305e-03 rad, ratio 2.020
loose: phase-error slope numeric 1.054508, formula 1.054508 rad/hartree
wall radius (bohr): E true (hartree); error NC, loose (meV)
  16: -0.1247503; -0.0003, -0.2911
  12: -0.1214159; -0.0683, -4.8619
  10: -0.1128062; -0.9721, -21.6737
  8: -0.0847387; -15.7569, -126.9342
wall 16 bohr, pseudo/true level shift: NC 0.99996, loose 0.95716, weak-limit formula 0.95790
separable NC: L(E0) = 0.250000 1/bohr, dL/dE = -2.399538 1/(bohr hartree)
```
